# The constant density of states inside a zone-face gap

## First half: the density of states as a length

### The decision

Suppose that you are filling the bands of a simple metal to find its Fermi level. A plot of the bands along the normal to one set of lattice planes shows a gap at the zone face. You must decide which density of states to use at energies inside that gap: zero, as the plot suggests, the free-electron value, or something else.

For one pair of Bragg planes the answer is a constant. The gap belongs to the motion along the normal, while motion parallel to the planes remains free and supplies states at every energy in the gap. In the example of the second half, putting zero there would lose about 0.55 of the three valence electrons of each atom.

### The model

Electrons of mass $m$ move independently in a potential that depends on $z$ alone,

$$V(z)=2U\cos(Gz)=U\left(e^{iGz}+e^{-iGz}\right).$$

The potential has zero mean, and energies are measured from that mean. The number $U$ is the matrix element of $V$ between two plane waves whose wave numbers along $z$ differ by $G$. We take $U>0$. Nothing is lost by this, because moving the origin by $\pi/G$ turns $\cos(Gz)$ into $-\cos(Gz)$ and leaves the energies unchanged.

The pair of Bragg planes is $k_z=\pm G/2$. On these planes the plane waves $k_z$ and $k_z\mp G$ have equal kinetic energy, so even a weak potential mixes them strongly. Two abbreviations will be used throughout:

$$C=\frac{\hbar^2}{2m},\qquad E_0=C\left(\frac G2\right)^2=\frac{CG^2}{4}.$$

Here $E_0$ is the free-electron energy at the centre of a zone face. The potential is assumed weak in the sense $0<U<E_0$. The constants $\hbar$ and $m$ are restored in the main results.

### Separating the motion

The Hamiltonian is a sum of a part for $x$ and $y$ and a part for $z$. Its eigenfunctions are therefore products of a plane wave in $x$ and $y$ and a Bloch function in $z$, and the energies add:

$$E(\mathbf k)=Ck_\perp^2+\varepsilon(k_z),\qquad k_\perp^2=k_x^2+k_y^2.$$

The function $\varepsilon(k_z)$ is the band energy of the one-dimensional problem. We use the extended zone, in which $k_z$ runs over the whole line. The lowest band occupies $|k_z|<G/2$ and the next band starts at $|k_z|=G/2$.

### From a volume integral to a length

In a large box of volume $\Omega$ with periodic boundary conditions, the allowed wave vectors have density $\Omega/(2\pi)^3$. Each holds two electrons of opposite spin. The density of states per volume and per energy, with both spins counted, is

$$g(E)=\frac{2}{(2\pi)^3}\int dk_z\int d^2k_\perp\;\delta\!\left(E-\varepsilon(k_z)-Ck_\perp^2\right).$$

Do the inner integral first, at fixed $k_z$. Write $w=E-\varepsilon(k_z)$ for the energy left over for parallel motion. In polar coordinates $d^2k_\perp$ becomes $2\pi k_\perp\,dk_\perp$. With $u=Ck_\perp^2$ we have $du=2Ck_\perp\,dk_\perp$, hence $k_\perp\,dk_\perp=du/(2C)$, and

$$\int d^2k_\perp\;\delta(w-Ck_\perp^2)=\frac{2\pi}{2C}\int_0^\infty du\;\delta(w-u)=
\begin{cases}\pi/C,& w>0,\\ 0,& w<0.\end{cases}$$

The size of $w$ has dropped out and only its sign matters. A value of $k_z$ contributes $\pi/C$ if $\varepsilon(k_z)<E$ and nothing otherwise. Call such values accessible, and let $L(E)$ be the total length of the $k_z$ axis, on both sides of zero, that they occupy. Then

$$g(E)=\frac{2}{8\pi^3}\,\frac{\pi}{C}\,L(E)=\frac{L(E)}{4\pi^2C}.$$

Inserting $C=\hbar^2/2m$ gives $1/(4\pi^2C)=2m/(4\pi^2\hbar^2)$, so that

$$\boxed{\,g(E)=\frac{m}{2\pi^2\hbar^2}\,L(E)\,}$$

The factor 2 for spin is included. For one spin direction the prefactor is half as large.

Free electrons provide a check. For them $\varepsilon=Ck_z^2$, the accessible interval is $|k_z|<\sqrt{E/C}$, and $L=2\sqrt{E/C}$. The formula then gives

$$g_{\rm free}(E)=\frac{1}{4\pi^2C}\,2\sqrt{\frac EC}=\frac{\sqrt E}{2\pi^2C^{3/2}},$$

which is the familiar square-root law.

### The same result as a picture

Cut the occupied region of $\mathbf k$ space into thin slices at fixed $k_z$. Each slice is a disk of area

$$\pi k_\perp^2=\frac{\pi\,[E-\varepsilon(k_z)]}{C}.$$

When $E$ rises by $dE$, every disk that already exists grows in area by $\pi\,dE/C$, whether it is large or small. The volume gained is $\pi\,dE/C$ times the length over which disks exist, and this length is $L(E)$. The density of states can therefore change only when the range of existing disks changes.

This property belongs to two free directions. Suppose that there were only one, $k_x$. The inner integral would be

$$\int_{-\infty}^{\infty}dk_x\,\delta(w-Ck_x^2)=\frac{1}{\sqrt{Cw}},\qquad w>0.$$

The two roots $k_x=\pm\sqrt{w/C}$ each contribute $1/(2C|k_x|)=1/(2\sqrt{Cw})$. The contribution of a slice would then fall as $E$ rises, and a fixed accessible length would not give a constant density of states.

### The two-wave energies

To find $L(E)$ we need $\varepsilon(k_z)$. Near $k_z=G/2$ the two waves of nearly equal energy are $k_z$ and $k_z-G$. Keep these two and write

$$\psi(z)=a\,e^{ik_zz}+b\,e^{i(k_z-G)z}.$$

Insert this into the Schrödinger equation and collect the coefficients of the two exponentials. The potential turns each wave into the other with amplitude $U$. It also produces waves outside the pair, which are dropped here and assessed in the second half. The result is

$$\left(Ck_z^2-\varepsilon\right)a+Ub=0,\qquad Ua+\left(C(k_z-G)^2-\varepsilon\right)b=0.$$

A nonzero solution requires the determinant to vanish:

$$\left(Ck_z^2-\varepsilon\right)\left(C(k_z-G)^2-\varepsilon\right)=U^2.$$

Measure the wave number from the face by $q=k_z-G/2$. Then $k_z=q+G/2$ and $k_z-G=q-G/2$, and the two kinetic energies are

$$C\left(q\pm\frac G2\right)^2=Cq^2+\frac{CG^2}{4}\pm CGq=E_0+Cq^2\pm CGq.$$

With $X=E_0+Cq^2-\varepsilon$ the determinant condition reads $(X+CGq)(X-CGq)=U^2$, or $X^2=(CGq)^2+U^2$. Hence

$$\varepsilon_\mp(q)=E_0+Cq^2\mp\sqrt{(CGq)^2+U^2}.$$

Because $(CGq)^2=(CG^2)(Cq^2)=4E_0\,Cq^2$, this can also be written as

$$\varepsilon_\mp=E_0+y\mp\sqrt{4E_0y+U^2},\qquad y=Cq^2.$$

### Counting each state once

In the extended zone we use the lower energy $\varepsilon_-$ for $0<k_z<G/2$ and the upper energy $\varepsilon_+$ for $k_z>G/2$. Negative $k_z$ is treated by reflection, so that $k_z<0$ mixes with $k_z+G$.

To see that this counts correctly, take $k_z$ between 0 and $G/2$. Its partner $k_z-G$ lies between $-G$ and $-G/2$. Two plane waves enter the matrix and two energies come out. The lower energy is assigned to $k_z$. The upper is assigned to $k_z-G$, which is the mirror image of the point $G-k_z$ beyond the right-hand plane. Every wave number with $|k_z|<G$ thus receives one energy.

Beyond $|k_z|=G$ the pairing is no longer unique. At $k_z=G$ we have $q=G/2$ and $y=E_0$, so the upper energy is $2E_0+\sqrt{4E_0^2+U^2}$, which exceeds $4E_0$. The two-wave results will be used below $4E_0$, where this region is not reached.

### The band edges at the face

We must show that the lower band has its maximum at the face and the upper band its minimum. Differentiate with respect to $q$:

$$\frac{d\varepsilon_\mp}{dq}=2Cq\mp\frac{(CG)^2q}{\sqrt{(CGq)^2+U^2}}.$$

Since $(CG)^2=4E_0C$, the factor $2Cq$ can be taken out:

$$\frac{d\varepsilon_\mp}{dq}=2Cq\left[1\mp\frac{2E_0}{\sqrt{4E_0y+U^2}}\right].$$

For the upper band, $\varepsilon_+$, the bracket is positive. This band therefore rises from the face outward, where $q>0$, and its lowest energy is $\varepsilon_+(0)=E_0+U$.

For $\varepsilon_-$ we have $q<0$. The bracket is negative, and the band rises towards the face, as long as the square root is smaller than $2E_0$. This means

$$y<E_0-\frac{U^2}{4E_0}.$$

The zone centre is at $y=E_0$, so the condition holds on nearly the whole interval when $U\ll E_0$. In the small remaining piece next to $k_z=0$ the band falls slightly with increasing $k_z$. That piece could hold a competing maximum at its end, $k_z=0$, where

$$\varepsilon_-=2E_0-\sqrt{4E_0^2+U^2}<0.$$

The energy at the face is $E_0-U$, which is positive because $U<E_0$. The face therefore has the highest energy of the lower band. The slight fall near $k_z=0$ is an artefact of keeping two waves and is discussed in the second half.

### The plateau

Choose an energy between the two edges,

$$E_0-U<E<E_0+U.$$

All of the lower band lies below $E$, so every $k_z$ with $|k_z|<G/2$ is accessible. All of the upper band lies above $E$, so no $k_z$ outside the planes is accessible. The accessible length is the distance between the planes, $L=G$, and

$$\boxed{\,g(E)=\frac{mG}{2\pi^2\hbar^2}\qquad(E_0-U<E<E_0+U)\,}$$

The height of the plateau contains $G$ but not $U$. A stronger potential makes the plateau wider and leaves its height unchanged.

The free-electron value at $E_0$ has $L=2\sqrt{E_0/C}=2(G/2)=G$, which is the same length. The free curve thus crosses the plateau at the energy $E_0$. Elsewhere in the gap

$$\frac{g_{\rm free}(E)}{g(E)}=\frac{2\sqrt{E/C}}{G}=\sqrt{\frac{E}{E_0}},$$

so the plateau lies above the free curve in the lower half of the gap and below it in the upper half.

### What the gap does and does not forbid

At fixed $\mathbf k_\perp$ there are no states between $Ck_\perp^2+E_0-U$ and $Ck_\perp^2+E_0+U$. This forbidden interval moves upward as $k_\perp$ grows. At a given total energy $E$ in the face-centre gap, no state has $Ck_\perp^2<E-E_0+U$, because the energy left for the motion along $z$ would then lie in the gap. Every slice inside the planes still has a circle of states with $k_\perp^2=(E-\varepsilon)/C$.

The surface of constant energy is then a tube that meets the two planes in circles of radius

$$k_\perp=\sqrt{\frac{E-E_0+U}{C}}.$$

The radius is zero at the lower edge, where the surface first touches the planes, and grows through the gap. The tube widens with energy while its length stays fixed at $G$.

### A more general form

The boxed formula for $g$ in terms of $L$ used the separation of the energy and nothing about the cosine. It holds for any periodic potential of $z$ alone, provided that $\varepsilon(k_z)$ is the true one-dimensional band energy. Each full one-dimensional band occupies a length $G$ of the extended $k_z$ axis. In an open gap above $n$ full bands, therefore, $L=nG$ and

$$g=\frac{nmG}{2\pi^2\hbar^2}.$$

The two-wave approximation affects where the edges lie. The constancy between them comes from the free parallel motion. The argument fails if the potential also varies with $x$ or $y$, because the parallel motion is then no longer free. It also fails if the potential is nonlocal so that $U$ depends on $k_\perp$, because the energy then no longer separates.

## Second half: closed forms and an aluminium-like example

### Symbols and results carried over

The potential is $2U\cos(Gz)$ with $0<U<E_0$, and the Bragg planes are $k_z=\pm G/2$. The constants are $C=\hbar^2/2m$ and $E_0=CG^2/4$, and $q=k_z-G/2$ is measured from the right-hand plane. With $y=Cq^2$ the two-wave energies are

$$\varepsilon_\mp=E_0+y\mp\sqrt{4E_0y+U^2},$$

with $\varepsilon_-$ used inside the planes and $\varepsilon_+$ outside. The density of states per volume, both spins counted, is $g=L/(4\pi^2C)=mL/(2\pi^2\hbar^2)$, where $L(E)$ is the length of $k_z$ with $\varepsilon<E$. Between $E_0-U$ and $E_0+U$, $L=G$.

### The length outside the gap

Set $\varepsilon=E$ and isolate the root: $E-E_0-y=\mp\sqrt{4E_0y+U^2}$. Squaring removes the sign,

$$(E-E_0)^2-2(E-E_0)y+y^2=4E_0y+U^2.$$

Collecting powers of $y$, with $-2(E-E_0)-4E_0=-2(E+E_0)$, gives

$$y^2-2(E+E_0)y+(E-E_0)^2-U^2=0.$$

The discriminant simplifies because $(E+E_0)^2-(E-E_0)^2=4E_0E$. The roots are

$$y_\pm=E+E_0\pm S,\qquad S=\sqrt{4E_0E+U^2}.$$

Squaring may have added unwanted solutions, so each root must be assigned to a band. For $y_+$ we find $E-E_0-y_+=-2E_0-S<0$, which belongs to $\varepsilon_-$. That band is used for $|q|<G/2$, or $y<E_0$. But $y_+>E_0$ whenever $E+S>0$, and this holds for all $E$ above the zone-centre energy $2E_0-\sqrt{4E_0^2+U^2}$, at which $E+S=0$. The root $y_+$ is discarded.

For $y_-$ we find $E-E_0-y_-=S-2E_0$. At the lower gap edge $S=\sqrt{(2E_0-U)^2}=2E_0-U$, and at the upper edge $S=2E_0+U$. Since $S$ grows with $E$, the root belongs to the lower band below the gap and to the upper band above it, as required. Let $Q$ be the distance from the plane:

$$CQ^2=E+E_0-\sqrt{4E_0E+U^2}=\frac{(E-E_0)^2-U^2}{E+E_0+S}.$$

The second form follows from $y_+y_-=(E-E_0)^2-U^2$. Near the gap edges it loses fewer digits in numerical work than the first form, and it shows that $Q$ is real outside the gap and imaginary inside.

Below the gap the accessible region stops a distance $Q$ short of each plane. Above the gap it extends a distance $Q$ beyond each plane. Thus

$$L(E)=\begin{cases}G-2Q,&E<E_0-U,\\ G,&E_0-U<E<E_0+U,\\ G+2Q,&E>E_0+U.\end{cases}$$

The first line holds from the zone-centre energy upward, and the last is used below $4E_0$. As $U\to0$, $CQ^2\to(\sqrt E-\sqrt{E_0})^2$. With $\sqrt{E_0/C}=G/2$, both outer lines become $L=2\sqrt{E/C}$, the free-electron length.

For $U>0$, $S$ is larger than its free value and $Q$ is smaller. In the two-wave model the potential therefore raises the density of states below the gap and lowers it above, at fixed energy.

### The corners of the plateau

Near the face $y$ is small, and $\sqrt{4E_0y+U^2}\approx U+2E_0y/U$. The energies become

$$\varepsilon_-\approx E_0-U-\left(\frac{2E_0}{U}-1\right)Cq^2,\qquad
\varepsilon_+\approx E_0+U+\left(\frac{2E_0}{U}+1\right)Cq^2.$$

At a small energy $\delta$ outside an edge,

$$Q\approx\sqrt{\frac{\delta}{C\,(2E_0/U\mp1)}},$$

with the minus sign for the lower edge. The density of states differs from the plateau by $2Q/(4\pi^2C)$, which grows as $\sqrt\delta$. Its slope grows without limit as an edge is approached from outside the gap, and is zero inside.

### The number of electrons

The density of electrons in all states below $E$ is the integral of $g$. A slice at $k_z$ begins to contribute when the energy passes $\varepsilon(k_z)$, so

$$N(E)=\frac1{4\pi^2C}\int_{\varepsilon<E}dk_z\,[E-\varepsilon(k_z)].$$

Inside the gap the integral covers the whole lower band, of length $G$ and mean energy $\bar\varepsilon$:

$$N(E)=\frac{G}{4\pi^2C}\,(E-\bar\varepsilon).$$

To find $\bar\varepsilon$, average $\varepsilon_-$ over $0<|q|<G/2$. The mean of $Cq^2$ is $C(G/2)^2/3=E_0/3$. For the root put $t=CG|q|$, which runs from 0 to $CG^2/2=2E_0$:

$$\bar\varepsilon=\frac{4E_0}{3}-\frac1{2E_0}\int_0^{2E_0}\sqrt{t^2+U^2}\,dt.$$

An antiderivative of the integrand is $\tfrac12[t\sqrt{t^2+U^2}+U^2\,\mathrm{arsinh}(t/U)]$, as differentiation confirms. Therefore

$$\bar\varepsilon=\frac{4E_0}{3}-\frac12\left[\sqrt{4E_0^2+U^2}+\frac{U^2}{2E_0}\,\mathrm{arsinh}\frac{2E_0}{U}\right].$$

For $U\to0$ this is $4E_0/3-E_0=E_0/3$, the mean of $Ck_z^2$ between the planes.

### Worked example: the plateau

Take the (200) planes of a face-centred cubic metal in the regime of aluminium. The inputs are chosen for the model and are meant only to have the size found in aluminium: cubic edge $a=0.405$ nm, $U=0.8$ eV, and three valence electrons per atom. With $C=0.03810$ eV nm²,

$$G=\frac{4\pi}{a}=31.03\ \mathrm{nm^{-1}},\qquad E_0=\frac{0.03810\times31.03^2}{4}=9.17\ \mathrm{eV}.$$

The gap runs from 8.37 to 9.97 eV. The prefactor $m/(2\pi^2\hbar^2)$ is 0.6648 eV⁻¹ nm⁻², so the plateau is

$$g=0.6648\times31.03=20.6\ \mathrm{eV^{-1}\,nm^{-3}}.$$

The volume per atom is $a^3/4=0.01661$ nm³, which makes this 0.343 states per eV and atom. The free-electron values at the two edges are 19.7 and 21.5 eV⁻¹ nm⁻³, about 4 to 5% below and above the plateau.

For an energy 0.1 eV below the lower edge, $E=8.27$ eV and $S=17.44$ eV. Then

$$CQ^2=\frac{0.90^2-0.80^2}{17.44+17.44}=0.00487\ \mathrm{eV},\qquad Q=0.358\ \mathrm{nm^{-1}}.$$

The length is $31.03-0.72=30.31$ nm⁻¹ and $g=20.15$ eV⁻¹ nm⁻³. At 0.1 eV above the upper edge the value is 21.08. These are two-wave values; the waves left out raise both by about 0.02 eV⁻¹ nm⁻³.

The formula was tested by counting states on a three-dimensional lattice of wave vectors, with energies from the two-wave matrix. In four windows of width 0.4 eV, one below the gap, two inside and one above, the count differed from the formula by at most 0.006% of the formula's value.

### Worked example: the filling

The mean energy of the lower band is $\bar\varepsilon=2.98$ eV. At the lower edge the model holds

$$0.3426\times(8.370-2.981)=1.85$$

electrons per atom, and at the upper edge 2.39. The difference, $0.3426\times1.6=0.55$, is the number that a density of states set to zero in the gap would lose.

With three electrons per atom the two-wave Fermi level is 11.62 eV, against 11.65 eV for free electrons at the same density. The waves left out of the two-wave energies lower it by a further 0.01 eV, which makes the full difference from free electrons about 0.04 eV. The Fermi level lies 1.65 eV above the upper edge, so the plateau is occupied. At 11.62 eV the model gives 23.1 eV⁻¹ nm⁻³, about 0.6% below the free value at that energy.

### What two waves leave out

The wave at $k_z=0$ couples equally to $+G$ and $-G$, each higher by $4E_0$. Second-order perturbation theory lowers its energy by $2U^2/(4E_0)=0.035$ eV. The two-wave matrix contains one of these partners and gives half the shift, 0.017 eV. Because the partner changes at $k_z=0$, the lower band has a false pair of minima at $k_z=\pm0.015$ nm⁻¹. These lie far below the gap and do not affect the plateau.

At the face, the two standing waves couple to waves at $\pm3G/2$, whose energy is $9E_0$. The sum of the waves at $\pm G/2$ couples to the sum at $\pm3G/2$, and the difference to the difference, each with matrix element $U$. Both edges therefore move by about

$$-\frac{U^2}{8E_0}=-0.009\ \mathrm{eV}.$$

A diagonalization of the same cosine with eleven plane waves gives edges at 8.361 and 9.961 eV, in agreement with this shift. At seven energies between them the accessible length was found to be $G$, as the general argument requires.

### Beside the real metal

Aluminium is face-centred cubic and has three valence electrons, and the chosen edge and potential are of its typical size. One assumption that it breaks is that of a single pair of planes. Its crystal has three equivalent {200} pairs and four {111} pairs. The free energy at a {111} face centre is 6.88 eV, so states in the (200) gap energy range also meet those planes.

To size this effect, the bands were computed from plane waves with a local potential containing $U_{200}=0.8$ eV and a rough $U_{111}=0.2$ eV. The density of states was averaged in a triangular energy window of half-width 0.4 eV. Values are in eV⁻¹ nm⁻³:

| Energy (eV) | One pair | All planes |
|---|---:|---:|
| 8.77 | 20.55 | 21.21 |
| 9.17 | 20.63 | 20.32 |
| 9.57 | 20.67 | 19.54 |

With one pair switched on, the crystal calculation reproduces the plateau to within 0.4%. The exact average is 20.63 at all three energies, and the small rise in that column is sampling error of its coarser mesh. With all planes, the density of states falls through the gap. It is 2.8% above the plateau at the first energy and 5.3% below it at the last. The same averaging on free electrons, with the mesh used for all planes, had an error of at most 0.16%, so the fall is not a sampling effect. The all-planes values do move by up to about 0.1 eV⁻¹ nm⁻³ when the mesh is changed, so their second decimal is not significant.

A likely reason is that the three {200} pairs each change the free-electron curve. If their changes simply added, and the {111} planes were ignored, the result would be

$$g_{\rm free}+3(g_{\rm plateau}-g_{\rm free})=3g_{\rm plateau}-2g_{\rm free}.$$

From the edge values this falls from 22.5 to 18.9 across 1.6 eV, a mean slope of $-2.3$ eV⁻² nm⁻³. The table gives $-2.1$ between its first and last energies. The idea can be tested, because with the {111} component switched off the potential separates in $x$, $y$ and $z$ and the density of states follows from three one-dimensional spectra. The window averages are then 21.31, 20.40 and 19.52, a slope of $-2.2$, so the three {200} pairs account for the fall. The additive formula gives 21.54, 20.63 and 19.74 at the same energies. It has the right slope, but its level is about 0.2 eV⁻¹ nm⁻³ too high, so the changes add only approximately.

The crystal calculation is itself a model. It omits nonlocality of the ionic potential, further Fourier components and many-electron effects, and its numbers are not measurements. With both families of planes present, the sign of $U_{200}$ is no longer free as it was for one pair. The table uses a positive value; reversing it roughly doubles the deficit at 9.57 eV. Temperature is a smaller matter for the occupation: at 300 K the thermal energy is 0.026 eV, about 1.6% of the gap width, and the Fermi level is well above the gap.

### Choosing the density of states

For a potential that varies along one direction, use $mG/(2\pi^2\hbar^2)$ throughout the first zone-face gap. If the potential is a weak cosine, use the lengths $G\mp2Q$ outside the gap, at energies below $4E_0$ and not close to the bottom of the band. Near the bottom the two-wave length is too short, in the example by about 10% at 0.05 eV and about 1% at 0.5 eV. In the aluminium-like example with all its planes, the constant is good to about 5% of its own value for the window averages at the three energies examined. With a window half as wide, the all-planes value lies about 7% below the constant near the upper edge and about 6% above it at the lower edge. Other metals were not tested. If the slope of the density of states matters, all the planes must be included, since the slope they produce is absent from the one-pair model. More digits of the main results are in the numerical output that follows.

## Computed values

```
Cubic edge (rough, aluminium): 0.405 nm
U200 (rough): 0.8 eV
U111 (rough): 0.2 eV
Valence electrons per atom: 3
Volume per atom: 0.01661 nm^3
C = hbar^2/2m: 0.03810 eV nm^2
G of the (200) planes: 31.028 1/nm
E0, free energy at the face: 9.170 eV
Lower gap edge: 8.370 eV
Upper gap edge: 9.970 eV
m/(2 pi^2 hbar^2): 0.6648 1/(eV nm^2)
Plateau DOS: 20.629 1/(eV nm^3)
Plateau DOS per atom: 0.3426 1/(eV atom)
Free DOS at lower edge: 19.708 1/(eV nm^3)
Free DOS at upper edge: 21.510 1/(eV nm^3)
DOS 0.1 eV below lower edge: 20.153 1/(eV nm^3)
DOS 0.1 eV above upper edge: 21.082 1/(eV nm^3)
Downward curvature at face, units of C: 21.93 
Upward curvature at face, units of C: 23.93 
Mean energy of lower k_z band: 2.981 eV
Electrons per atom at lower edge: 1.846 
Electrons per atom at upper edge: 2.394 
Fermi level, one pair of planes: 11.620 eV
Fermi level, free electrons: 11.652 eV
DOS at one-pair Fermi level: 23.079 1/(eV nm^3)
Free DOS at the same energy: 23.221 1/(eV nm^3)
Largest deviation, direct state count: 0.006 %
Two-wave band energy at k_z = 0: -0.0174 eV
k_z of false two-wave minimum: 0.0147 1/nm
Eleven-wave band bottom: -0.0349 eV
Eleven-wave lower gap edge: 8.3614 eV
Eleven-wave upper gap edge: 9.9612 eV
Thermal energy at 300 K: 0.0259 eV
Thermal energy / gap width: 0.0162 
Free energy at (111) face centre: 6.878 eV
fcc bands, DOS averaged in a triangular window of half-width U200/2:
  E = 8.770 eV: one pair 20.55, all planes 21.21 1/(eV nm^3)
  E = 9.170 eV: one pair 20.63, all planes 20.32 1/(eV nm^3)
  E = 9.570 eV: one pair 20.67, all planes 19.54 1/(eV nm^3)
Mesh error of free-electron check: 0.16 %
```
